\section*{Lowest crossing between tetragonal wells in the linear T–e Jahn–Teller model}

\section{Problem}

A vacancy in silicon has four neighbouring atoms at the corners of a tetrahedron. In the positive charge state one electron occupies a threefold degenerate level of type $t_2$. Its states $|x\rangle$, $|y\rangle$, $|z\rangle$ transform like the coordinates along the cubic axes. A distortion that makes the axes inequivalent splits the level, and the electron gains energy by occupying the lowest state. The elastic energy limits the distortion.

Let $q_x,q_y,q_z$ be the amplitudes of equivalent distortion patterns, each an elongation along one cubic axis. Their uniform part does not split the level and is left out. The remaining two combinations form a mode of type $e$:
\begin{equation}
Q_\theta=\frac{2q_z-q_x-q_y}{\sqrt6},\qquad
Q_\varepsilon=\frac{q_x-q_y}{\sqrt2}.
\label{modes}
\end{equation}
The model keeps the harmonic elastic energy $\tfrac12K(Q_\theta^2+Q_\varepsilon^2)$ with $K>0$, and a coupling of the electron to the mode that is linear in $Q_\theta$ and $Q_\varepsilon$. The coupling strength $F$ is fixed by the statement that the state $|z\rangle$ has the coupling energy $-FQ_\theta$, with $F>0$. The nuclei are treated as classical and at rest, and energies are counted from the undistorted centre.

Take $K=400$ eV/nm$^2$ and $F=16$ eV/nm.

\begin{enumerate}
\item Estimate by scaling how high one must climb to pass from one distorted minimum to another.
\item Find the minima and the lowest crossing between two wells. Decide whether this crossing lies on the lowest energy surface and whether a lower pass exists.
\item Compare the two answers, and find how the height changes when the main assumptions are relaxed.
\end{enumerate}

\section{First estimate by scaling}

The static model contains two constants. $K$ is an energy per length squared and $F$ is an energy per length. The one length they form is $F/K$, and the one energy is $F^2/K$, apart from pure numbers. It is convenient to write
\begin{equation}
Q_0=\frac FK,\qquad E_{\rm JT}=\frac{F^2}{2K}.
\label{scales}
\end{equation}
The second quantity is the energy gained by a single linear force: $\tfrac12KQ^2-FQ$ is least at $Q=F/K$, where it equals $-F^2/(2K)$. The height sought must therefore be $c\,E_{\rm JT}$, with $c$ a number that depends on neither $K$ nor $F$.

A route is available that needs no further calculation. The centre can return to the undistorted point, where the three states are degenerate, and distort again along another axis. This costs $E_{\rm JT}$, so $c\le1$. The estimate is $c\approx1$, or
\begin{equation}
E_{\rm JT}=\frac{16^2}{2\times400}\ {\rm eV}=0.32\ {\rm eV}.
\end{equation}
Scaling cannot tell whether a cheaper route exists. That depends on how the wells are arranged in the plane of $Q_\theta$ and $Q_\varepsilon$.

\section{Exact solution of the model}

\subsection{Three separate sheets}

The twofold rotation about the $z$ axis changes the signs of $|x\rangle$ and $|y\rangle$ but leaves $q_x,q_y,q_z$ unchanged. The coupling between $|x\rangle$ and $|z\rangle$ would change sign under it and must vanish. The same holds for $|y\rangle$ and $|z\rangle$. The twofold rotation about $x$ removes the coupling between $|x\rangle$ and $|y\rangle$ in the same way. The $e$ mode therefore shifts the three states but does not mix them.

The mirror plane that exchanges $x$ and $y$ leaves $|z\rangle$ unchanged and reverses $Q_\varepsilon$. The energy of $|z\rangle$ thus has no term linear in $Q_\varepsilon$, in agreement with the form $-FQ_\theta$. The energy of $|x\rangle$ follows by a threefold rotation, which puts $x$ in the place of $z$. From Eq.~(\ref{modes}),
\begin{equation}
\frac{2q_x-q_y-q_z}{\sqrt6}
=-\frac12Q_\theta+\frac{\sqrt3}{2}Q_\varepsilon ,
\end{equation}
as one sees by collecting the coefficients on the right: that of $q_x$ is $(1+3)/(2\sqrt6)=2/\sqrt6$, that of $q_y$ is $(1-3)/(2\sqrt6)=-1/\sqrt6$, and that of $q_z$ is $-1/\sqrt6$. For $|y\rangle$ the sign of $Q_\varepsilon$ is reversed. With $\mathbf Q=(Q_\theta,Q_\varepsilon)$ the three energies are
\begin{equation}
E_i=\tfrac12K|\mathbf Q|^2-F\,\mathbf n_i\cdot\mathbf Q,
\label{sheets}
\end{equation}
\begin{equation}
\mathbf n_z=(1,0),\quad
\mathbf n_x=\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\mathbf n_y=\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right).
\end{equation}
These are unit vectors at $120^\circ$ to each other, so $\mathbf n_i\cdot\mathbf n_j=-\tfrac12$ for $i\ne j$. A negative $F$ would invert the plane of $\mathbf Q$ and leave the energies of the minima and crossings in this harmonic model unchanged.

\subsection{Minima}

Since $F=KQ_0$ and $\tfrac12KQ_0^2=E_{\rm JT}$, completing the square gives
\begin{equation}
E_i=\tfrac12K|\mathbf Q-Q_0\mathbf n_i|^2-E_{\rm JT}.
\label{square}
\end{equation}
Each sheet is a circular paraboloid. Its minimum lies at $Q_0\mathbf n_i$ and has the energy $-E_{\rm JT}$. The distortion singles out one cubic axis and is tetragonal. The distance $d$ between two minima follows from
\begin{equation}
d^2=Q_0^2|\mathbf n_i-\mathbf n_j|^2
=Q_0^2(2-2\,\mathbf n_i\cdot\mathbf n_j)=3Q_0^2 .
\label{distance}
\end{equation}
At the minimum of one sheet the other two lie higher by $\tfrac12Kd^2=3E_{\rm JT}$. For the given constants $Q_0=16/400=0.040$ nm, $d=0.069$ nm, and this vertical gap is $0.96$ eV.

\subsection{The lowest crossing}

Take the wells of $|x\rangle$ and $|y\rangle$. Equation~(\ref{sheets}) gives
\begin{equation}
E_x-E_y=-F(\mathbf n_x-\mathbf n_y)\cdot\mathbf Q=-\sqrt3\,F\,Q_\varepsilon .
\label{difference}
\end{equation}
The two sheets cross on the line $Q_\varepsilon=0$, where their common energy is
\begin{align}
E_x=E_y&=\tfrac12KQ_\theta^2+\tfrac12FQ_\theta\nonumber\\
&=\tfrac12K\left(Q_\theta+\tfrac12Q_0\right)^2-\tfrac18KQ_0^2 .
\label{seam}
\end{align}
The last term is $-E_{\rm JT}/4$, because $KQ_0^2=2E_{\rm JT}$. The lowest crossing is thus at $Q_\theta=-Q_0/2$, $Q_\varepsilon=0$, and its height above the minima is
\begin{equation}
\boxed{\;-\tfrac14E_{\rm JT}-(-E_{\rm JT})=\tfrac34E_{\rm JT}\;}
\label{result}
\end{equation}
In the example the crossing lies at $Q_\theta=-0.020$ nm and $-0.08$ eV, which is $0.24$ eV above the minima.

The point is the middle of the straight line between the two minima. From either well the displacement is $d/2$, and the elastic cost is $\tfrac12K(d/2)^2=\tfrac38KQ_0^2=\tfrac34E_{\rm JT}$, as Eq.~(\ref{result}) states.

\subsection{Is it the lowest pass?}

A crossing of two sheets matters for a slow change of shape only if the third sheet is not below it. At the point found,
\begin{equation}
E_z=\tfrac12K\frac{Q_0^2}{4}+\tfrac12FQ_0
=\tfrac14E_{\rm JT}+E_{\rm JT}=\tfrac54E_{\rm JT},
\end{equation}
where $FQ_0=2E_{\rm JT}$ was used. This is $0.40$ eV, well above the crossing, so the crossing belongs to the lowest surface.

By Eq.~(\ref{sheets}) the lowest sheet is the one with the largest $\mathbf n_i\cdot\mathbf Q$. The plane is divided into three sectors of $120^\circ$, one for each well. A continuous path out of a sector must meet its boundary, where two sheets are equal. By Eq.~(\ref{seam}) and the threefold symmetry, no boundary point has an energy below $-E_{\rm JT}/4$. A detour through the third well meets the same height. On the straight path between the minima, $Q_\theta=-Q_0/2$ and the lowest energy is
\begin{equation}
\tfrac12K\left(|Q_\varepsilon|-\tfrac{\sqrt3}{2}Q_0\right)^2-E_{\rm JT},
\end{equation}
which rises steadily to the crossing and falls beyond it. The bound is therefore reached, and no lower pass exists in this model.

The word barrier needs care here. Without mixing, an electron in $|x\rangle$ stays in $|x\rangle$ when the nuclei move through the crossing, and the energy continues up the same paraboloid. The crossing fixes the least energy at which the two states are degenerate. A change of well requires a further interaction that connects them.

\section{Comparison}

The scaling estimate of $0.32$ eV exceeds the model's value of $0.24$ eV by one third of the latter. The scale was right, and the excess comes from the route. A return to the undistorted point climbs to zero energy, although the degeneracy of two states is enough. Keeping half of the distortion, with reversed sign along the third axis, preserves this degeneracy and saves $E_{\rm JT}/4$.

The role of geometry is clearer for two equal paraboloids whose minima lie at distance $Q_0$ from the origin and at an angle $\alpha$ to each other. Half their separation is $Q_0\sin(\alpha/2)$, and the lowest crossing is at the midpoint. Its height is
\begin{equation}
\tfrac12KQ_0^2\sin^2\frac\alpha2=E_{\rm JT}\sin^2\frac\alpha2 .
\end{equation}
For opposite wells, $\alpha=180^\circ$, the midpoint is the undistorted point and the estimate $c=1$ is correct. For $\alpha=120^\circ$ one finds $c=\tfrac34$. The factor thus measures the angle between the wells and not the strength of the coupling.

\section{When the assumptions are relaxed}

The corrections are taken one at a time, with $K$ and $F$ held fixed. The additional strengths are round illustrative values.

\subsection{Mixing of the two states}

Strain or spin--orbit coupling can connect the states. The simplest case is a constant matrix element $W$ between $|x\rangle$ and $|y\rangle$, with $|z\rangle$ unmixed. Half the difference in Eq.~(\ref{difference}) has the size $g|Q_\varepsilon|$, with $g=\sqrt3F/2$. The lower eigenvalue of the two-state matrix is
\begin{equation}
E_-=\tfrac12K|\mathbf Q|^2+\tfrac12FQ_\theta-R,\qquad
R=\sqrt{g^2Q_\varepsilon^2+W^2}.
\end{equation}
The $Q_\theta$ part is least at $-Q_0/2$ and contributes $-E_{\rm JT}/4$ to both the minima and the pass. The derivative with respect to $Q_\varepsilon$ is $Q_\varepsilon(K-g^2/R)$. It vanishes at the pass, $Q_\varepsilon=0$, and at the minima, where $R=g^2/K=\tfrac32E_{\rm JT}$. The latter exist for $|W|<\tfrac32E_{\rm JT}$. There $Q_\varepsilon^2=(R^2-W^2)/g^2$, and the $Q_\varepsilon$ part of the energy is
\begin{equation}
\frac{R^2-W^2}{2R}-R=-\frac R2-\frac{W^2}{2R}
=-\frac34E_{\rm JT}-\frac{W^2}{3E_{\rm JT}} .
\end{equation}
At the pass this part is $-|W|$. The height becomes
\begin{equation}
\tfrac34E_{\rm JT}-|W|+\frac{W^2}{3E_{\rm JT}} .
\end{equation}
For $W=0.010$ eV it is $0.240-0.010+0.0001=0.230$ eV. The crossing is now avoided, and the nuclei can pass smoothly from one well to the other if they move slowly enough. For this $W$ thermal motion is not that slow. With a mass of $28$ u the speed $v=\sqrt{k_{\rm B}T/M}$ at $100$ K is $172$ m/s, the Landau--Zener exponent $2\pi W^2/(\hbar v\sqrt3F)$ is $0.20$, and only about $18\,\%$ of the passages stay on the lower sheet. The height falls to zero at $|W|=\tfrac32E_{\rm JT}$, where the two wells merge.

\subsection{Coupling to $t_2$ modes}

Distortions of type $t_2$, with coordinates $Q_\xi,Q_\eta,Q_\zeta$, mix the states in pairs. Let the matrix elements be $-F_TQ_\zeta$ between $|x\rangle$ and $|y\rangle$, and cyclically for the others, and let the stiffness again be $K$. For a real electronic state with amplitudes $a_x,a_y,a_z$ and $\sum_ia_i^2=1$, the energy can first be minimized over all distortions. Define $p=a_x^2a_y^2+a_y^2a_z^2+a_z^2a_x^2$. The force on the $e$ mode is $F\sum_ia_i^2\mathbf n_i$, and with $\sum_ia_i^4=1-2p$ its gain is
\begin{equation}
\frac{F^2}{2K}\Big|\sum_ia_i^2\mathbf n_i\Big|^2
=E_{\rm JT}\Big(\sum_ia_i^4-p\Big)=E_{\rm JT}(1-3p).
\end{equation}
The forces on the $t_2$ modes are $2F_Ta_xa_y$ and its cyclic partners, and their gain is $4F_T^2p/(2K)$. With $E_T=2F_T^2/(3K)$ this is $3E_Tp$, so that
\begin{equation}
E(a)=-E_{\rm JT}+3(E_{\rm JT}-E_T)\,p .
\label{state}
\end{equation}
The largest $p$ is $\tfrac13$, for equal weights, where $E(a)=-E_T$. Hence $E_T$ is the energy gained by a trigonal distortion. For $E_T<E_{\rm JT}$ the minima are at $p=0$ and remain tetragonal. For $E_T>E_{\rm JT}$ they are trigonal, and the question about tetragonal wells loses its object.

Let $E_T<E_{\rm JT}$, and follow the ground state along a path from the well of $|x\rangle$ to that of $|y\rangle$. At a degeneracy the state may be turned within the degenerate set at no cost, so its amplitudes can be taken as continuous. Somewhere $a_x^2$ ceases to be the largest weight. There it equals another weight, $u$, with $\tfrac13\le u\le\tfrac12$, and
\begin{equation}
p=u^2+2u(1-2u)=2u-3u^2 .
\end{equation}
This decreases over the interval from $\tfrac13$ to $\tfrac14$, so the path must reach $p\ge\tfrac14$. Its energy there is at least $E(a)$. The path with $a_z=0$, relaxed at each step, does not exceed $p=\tfrac14$. The height of the lowest pass is therefore
\begin{equation}
\tfrac34(E_{\rm JT}-E_T).
\end{equation}
For $F_T=6$ eV/nm one has $E_T=72/1200=0.060$ eV, and the height is $0.75\times0.260=0.195$ eV. The wells keep their depth, while the pass gains energy from a $t_2$ distortion that mixes the two degenerate states.

\subsection{Anharmonicity}

The lowest anharmonic term of the $e$ mode allowed by symmetry is $A(Q_\theta^3-3Q_\theta Q_\varepsilon^2)=A|\mathbf Q|^3\cos3\varphi$, where $\varphi$ is the angle from the $Q_\theta$ axis. It is common to all sheets and does not move the crossing line. To first order in $A$, each stationary energy changes by the value of the new term at the old position. This is $AQ_0^3$ at the minima. At the crossing, where $|\mathbf Q|=Q_0/2$ and $\varphi=180^\circ$, it is $-AQ_0^3/8$. The height changes by
\begin{equation}
-\tfrac98AQ_0^3 .
\end{equation}
For $|A|=400$ eV/nm$^3$ the size is $0.029$ eV. Numerical minimization along the $Q_\theta$ axis, with the cubic term included in full, gives heights of $0.215$ eV for $A>0$ and $0.275$ eV for $A<0$. The two shifts differ in size mainly because of the second order. The cubic term has the slope $3AQ_0^2$ at the minimum, and to second order relaxation lowers the well by $(3AQ_0^2)^2/(2K)=0.005$ eV for either sign of $A$. With all orders included it is $0.004$ eV for $A>0$ and $0.006$ eV for $A<0$. At the crossing the slope is four times smaller and the second-order relaxation sixteen times smaller.

\subsection{Quantum motion of the nuclei}

Let the mode have the mass $M=28$ u, roughly that of a silicon atom. Then $\hbar\omega=\hbar\sqrt{K/M}=0.0244$ eV. The zero-point energy along the line between the wells is $0.012$ eV, so from the lowest level the crossing is $0.228$ eV away in this coordinate. The perpendicular coordinate has the same equilibrium value in both wells and at the crossing.

The ground-state functions of the two wells are Gaussians $\exp[-M\omega(s\mp d/2)^2/(2\hbar)]$, with $s$ measured from the midpoint. The exponents add up to $-M\omega(s^2+d^2/4)/\hbar$, so the normalized overlap is
\begin{equation}
\exp\left(-\frac{M\omega d^2}{4\hbar}\right)
=\exp\left(-\frac{3KQ_0^2}{4\hbar\omega}\right)
=\exp\left(-\frac{3E_{\rm JT}}{2\hbar\omega}\right).
\end{equation}
Its value is $3\times10^{-9}$. With $W=0.010$ eV the ground levels are connected by $3\times10^{-11}$ eV, which is less than the energy offset that even a very small strain can produce between the wells.

At finite temperature higher levels take part. For weak $W$, the transfer between equal levels $n$ of the two wells is proportional to $W^2O_n^2$, where $O_n$ is the overlap of their oscillator functions. Each level is weighted by $\exp(-n\hbar\omega/k_{\rm B}T)$. The $O_n$ were found by numerical integration for $n$ up to 40. At $100$ K, where $k_{\rm B}T=0.0086$ eV, the largest contribution comes from $n=6$, at $6.5\,\hbar\omega=0.159$ eV above the potential minimum. Levels below the crossing supply $99.6\,\%$ of the sum. Within this model the transfer at $100$ K runs beneath the crossing, and the classical factor $\exp(-0.24\ {\rm eV}/k_{\rm B}T)=8\times10^{-13}$ does not describe how it varies with temperature: near $100$ K the thermally normalized sum has an apparent activation energy of $0.14$ eV. The levels of a real crystal are broadened by the other lattice modes, which this sum leaves out.

\section{The silicon vacancy}

The constants used here are round values chosen for illustration. They are neither measured nor calculated for a vacancy in silicon. The temperature of $100$ K is likewise illustrative. In the tetragonal distortion the four neighbours are equivalent. Let the coordinates be normalized so that $|\mathbf Q|^2$ is the sum of the squared atomic displacements. If the four neighbours carry the whole mode, each moves by $u$ with $4u^2=Q_0^2$, so $u=Q_0/2=0.020$ nm. This is about $8\,\%$ of the bond length of roughly $0.24$ nm. That is large for a harmonic description. The distortion brings the neighbours together in two pairs, and the distance within each pair shrinks by $2u/\sqrt3=0.023$ nm. Rebonding in pairs is thus part of the tetragonal distortion itself. A real vacancy also couples to $t_2$ modes. At the strengths assumed above, the $t_2$ modes lower the height by $0.045$ eV, and the cubic term moves it by about $0.03$ eV in either direction. The assumed $F_T$ may be far too small for this defect. Take four dangling bonds whose matrix elements change by $\kappa\,\delta d_{ij}$ with the distances between the neighbours. With normalized coordinates this gives $F=2\kappa/\sqrt3$ for the $e$ mode and $F_T=\kappa$ for the $t_2$ shear of the four atoms. For equal stiffness one then has $E_T=E_{\rm JT}$, and the height $\tfrac34(E_{\rm JT}-E_T)$ vanishes. The value of $0.24$ eV is thus a property of the linear model, and it should not be read as a measured activation energy. The ratio $\tfrac34$ may serve as a first guide where the $e$ mode dominates, its coupling to the electron is nearly linear, the distortion is nearly harmonic, and mixing is weak compared with $E_{\rm JT}$. The first condition means $E_T\ll E_{\rm JT}$, and it cannot be taken for granted for the silicon vacancy itself.
